# Why Refining Voxels Need Not Converge an Angle-Dependent Etch Rate: a numerical check

```python
"""
Result under test: if every exposed voxel face etches at the rate of its own
face normal, the removal rate per true area tends to sum_i |n_i| V(e_i), not
to V(n), however small the voxel. Normals reconstructed over a window that
grows in cells but shrinks in length, with projected face areas, converge.

n: true unit normal; e_i: grid axes; V: etch speed along the normal;
theta: angle between normal and upward beam axis; h: voxel size;
w = 2*m+1: number of consecutive boundary faces in a window.
Ion law: V = V0*y(theta)*cos(theta), y = yield relative to normal incidence,
y = cos(theta)**(-f) * exp(-S*(1/cos(theta)-1)).
Two-dimensional shapes are cross-sections of long straight bodies.
"""
import numpy as np
from scipy.constants import e as charge
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Rough typical values for argon-ion milling of silicon
current_mA_cm2 = 1.0
yield_normal = 0.5
density_cm3 = 5.0e22
f, S = 2.0, 0.8
tilt = np.radians(60.0)
radius = 200.0          # nm, suspended wire
facet_width = 800.0     # nm, horizontal extent of the sidewall
cells = [10.0, 5.0, 2.5, 1.25, 0.625]   # nm

ion_flux = current_mA_cm2 * 1e-3 / charge              # ions/(cm2 s)
V0 = ion_flux * yield_normal / density_cm3 * 1e7 * 60  # nm/min


def relative_yield(theta):
    c = np.cos(theta)
    return c ** (-f) * np.exp(-S * (1 / c - 1))


def ion_rate(cosine):
    """Normal etch speed divided by V0; zero for unlit orientations."""
    cosine = np.asarray(cosine, dtype=float)
    c = np.maximum(cosine, 2e-3)
    value = c ** (1 - f) * np.exp(-S * (1 / c - 1))
    return np.where(cosine > 2e-3, value, 0.0)


def isotropic_rate(cosine):
    return np.ones_like(cosine)


def facet_steps(angle, h):
    """Boundary steps of a voxelised sloping half-plane, solid on the left."""
    count = int(round(facet_width / h))
    x = (np.arange(count) + 0.5) * h
    heights = np.floor((facet_width - x) * np.tan(angle) / h + 0.5).astype(int)
    steps = []
    for i in range(count - 1, -1, -1):
        steps.append((-1, 0))
        if i > 0:
            steps.extend([(0, 1)] * int(heights[i - 1] - heights[i]))
    return np.array(steps)


def disc_boundary(h):
    """Trace the faces of a voxelised disc; return steps and true normals."""
    r = radius / h
    size = int(2 * r) + 8
    cx, cz = size // 2 + 0.13, size // 2 + 0.29
    grid = np.arange(size) + 0.5
    solid = (grid[:, None] - cx) ** 2 + (grid[None, :] - cz) ** 2 <= r * r
    following = {}
    # neighbour offset, start corner, end corner
    sides = [((0, -1), (0, 0), (1, 0)), ((1, 0), (1, 0), (1, 1)),
             ((0, 1), (1, 1), (0, 1)), ((-1, 0), (0, 1), (0, 0))]
    for (di, dj), a, b in sides:
        neighbour = np.roll(solid, (-di, -dj), axis=(0, 1))
        for i, j in np.argwhere(solid & ~neighbour):
            start = (int(i) + a[0], int(j) + a[1])
            assert start not in following
            following[start] = (int(i) + b[0], int(j) + b[1])
    first = next(iter(following))
    path = [first]
    while True:
        path.append(following[path[-1]])
        if path[-1] == first:
            break
    assert len(path) - 1 == len(following)
    path = np.array(path)
    middle = 0.5 * (path[1:] + path[:-1]) - np.array([cx, cz])
    normals = middle / np.linalg.norm(middle, axis=1)[:, None]
    return np.diff(path, axis=0), normals


def reconstruct(steps, m, closed):
    """Face normals, windowed unit normals and summed window vectors."""
    n = len(steps)
    extended = steps[np.arange(-m, n + m) % n] if closed else steps
    centre = steps if closed else steps[m:n - m]
    corners = np.vstack([[0, 0], np.cumsum(extended, axis=0)])
    w = 2 * m + 1
    chord = corners[w:] - corners[:-w]
    vector = np.column_stack([chord[:, 1], -chord[:, 0]])
    face = np.column_stack([centre[:, 1], -centre[:, 0]])
    unit = vector / np.linalg.norm(vector, axis=1)[:, None]
    return face, unit, vector


def removal(face, unit, h, law, beam=(0.0, 1.0), project=True):
    weight = np.sum(face * unit, axis=1) if project else 1.0
    return h * np.sum(weight * law(unit @ np.array(beam)))


def angle_between(a, b):
    cross = a[:, 0] * b[:, 1] - a[:, 1] * b[:, 0]
    return np.abs(np.arctan2(cross, np.sum(a * b, axis=1)))


def facet_rate(angle, h, m, beam=(0.0, 1.0), project=True):
    """Removal per true length, largest normal error, window normals."""
    face, unit, _ = reconstruct(facet_steps(angle, h), m, False)
    true = np.array([np.sin(angle), np.cos(angle)])
    length = h * np.sum(face @ true)
    rate = removal(face, unit, h, ion_rate, beam, project) / length
    error = np.max(angle_between(unit, np.tile(true, (len(unit), 1))))
    return rate, error, unit


# Yield law: position of the maximum and the misleading second crossing
peak = minimize_scalar(lambda t: -relative_yield(t), bounds=(0.5, 1.5),
                       method="bounded", options={"xatol": 1e-9}).x
assert abs(np.cos(peak) - S / f) < 1e-5
crossing = brentq(lambda t: relative_yield(t) - 1, peak, np.radians(89))
true_facet = float(ion_rate(np.cos(tilt)))

print("INPUTS (rough typical values)")
print(f"ion current density {current_mA_cm2:.1f} mA/cm2")
print(f"yield at normal incidence {yield_normal:.2f} atoms/ion")
print(f"atomic density {density_cm3:.1e} cm^-3; f={f:.1f}, S={S:.1f}")
print(f"sidewall tilt {np.degrees(tilt):.0f} deg; wire radius {radius:.0f} nm")
print(f"ion flux {ion_flux:.3e} ions/(cm2 s)")
print(f"flat-surface rate V0 {V0:.2f} nm/min")
print(f"relative yield at sidewall {relative_yield(tilt):.4f}")
print(f"yield peak: {np.degrees(peak):.2f} deg, "
      f"relative yield {relative_yield(peak):.3f}")
print(f"second angle with y=1: {np.degrees(crossing):.2f} deg")

# Plane facet: raw, fixed-window and growing-window normals
print(f"SIDEWALL true normal rate {V0 * true_facet:.2f} nm/min")
print("h(nm)  raw  5-face  growing (nm/min)  w")
fixed_errors = []
for h in cells:
    m = int(np.ceil(np.sqrt(radius / h)))
    raw, _, _ = facet_rate(tilt, h, 0)
    fixed, fixed_angle, fixed_unit = facet_rate(tilt, h, 2)
    grown, grown_angle, _ = facet_rate(tilt, h, m)
    # finite facet ends cost at most about three cells of length
    assert abs(raw / np.cos(tilt) - 1) < 3 * h * np.cos(tilt) / facet_width
    assert fixed_angle <= np.arcsin(2 / 5) + 1e-12
    assert grown_angle <= np.arcsin(2 / (2 * m + 1)) + 1e-12
    fixed_errors.append(fixed / true_facet - 1)
    print(f"{h:6.3f} {V0*raw:6.2f} {V0*fixed:6.2f} {V0*grown:6.2f} {2*m+1:3d}")
assert max(fixed_errors) < -0.02
assert abs(fixed_errors[-1] - fixed_errors[-2]) < 0.01
assert abs(grown / true_facet - 1) < 0.03
window_angles = np.degrees(np.arctan2(fixed_unit[:, 0], fixed_unit[:, 1]))
print(f"finest raw error {100*(raw/true_facet-1):.1f} %")
print(f"finest 5-face error {100*fixed_errors[-1]:.1f} %")
print(f"finest growing-window error {100*(grown/true_facet-1):.2f} %")
print(f"5-face angles: {window_angles.min():.1f} to "
      f"{window_angles.max():.1f} deg")

unprojected, _, _ = facet_rate(tilt, h, m, project=False)
area_factor = np.sin(tilt) + np.cos(tilt)
assert abs(unprojected / true_facet / area_factor - 1) < 0.03
print(f"good normals, unprojected areas: {V0*unprojected:.2f} nm/min")
print(f"face area / true area at sidewall {area_factor:.4f}")

# Same physical facet and beam, with the grid turned by 20 degrees
turn = np.radians(20.0)
beam = (np.sin(turn), np.cos(turn))
turned, _, _ = facet_rate(tilt + turn, h, 0, beam)
predicted = (np.cos(tilt + turn) * ion_rate(np.cos(turn))
             + np.sin(tilt + turn) * ion_rate(np.sin(turn)))
assert abs(turned / predicted - 1) < 0.01
assert abs(turned / raw - 1) > 0.1
print(f"raw rate, grid turned {np.degrees(turn):.0f} deg: "
      f"{V0*turned:.2f} nm/min")

# Curved wire: continuum integral against traced voxel boundaries
integral = quad(lambda t: float(ion_rate(np.cos(t))), 0, np.pi / 2,
                epsabs=1e-10)[0]
true_wire = 2 * radius * integral
print(f"WIRE true area-removal rate {V0*true_wire:.0f} nm2/min")
print("h(nm)  raw  5-face  growing (nm2/min)")
angle_rows = []
for h in cells:
    m = int(np.ceil(np.sqrt(radius / h)))
    steps, normals = disc_boundary(h)
    totals, angles = [], []
    for half in (0, 2, m):
        face, unit, vector = reconstruct(steps, half, True)
        totals.append(removal(face, unit, h, ion_rate))
        angles.append(np.max(angle_between(unit, normals)))
        if half == 0:
            assert len(np.unique(vector, axis=0)) == 4
            perimeter = removal(face, unit, h, isotropic_rate)
            assert abs(perimeter / (8 * radius) - 1) < 1.5 * h / radius
        if half == 2:
            orientations = len(np.unique(vector, axis=0))
            assert orientations <= 4 * 5
    w = 2 * m + 1
    assert abs(totals[0] / (2 * radius) - 1) < 1.5 * h / radius
    assert angles[2] <= np.pi / w + (w + 2) * h / (2 * radius)
    angle_rows.append(angles)
    print(f"{h:6.3f} {V0*totals[0]:7.0f} {V0*totals[1]:7.0f} "
          f"{V0*totals[2]:7.0f}")
assert abs(totals[2] / true_wire - 1) < 0.02
smooth_perimeter = removal(face, unit, h, isotropic_rate)
assert abs(smooth_perimeter / (2 * np.pi * radius) - 1) < 0.02
assert angle_rows[-1][1] > np.radians(10)
assert angle_rows[-1][2] < 0.6 * angle_rows[0][2]
print(f"finest raw error {100*(totals[0]/true_wire-1):.1f} %")
print(f"finest 5-face error {100*(totals[1]/true_wire-1):.2f} %")
print(f"finest growing-window error {100*(totals[2]/true_wire-1):.2f} %")
print("largest normal error (deg): raw, 5-face, growing")
for h, row in ((cells[0], angle_rows[0]), (cells[-1], angle_rows[-1])):
    a = np.degrees(row)
    print(f"h={h:.3f} nm: {a[0]:.1f}, {a[1]:.1f}, {a[2]:.1f}")
print(f"5-face orientations on whole wire: {orientations}")
print(f"isotropic wire, raw/true: {perimeter/(2*np.pi*radius):.4f}")
print(f"isotropic wire, growing/true: "
      f"{smooth_perimeter/(2*np.pi*radius):.4f}")

# Three dimensions: an oblique plane and voxelised spheres
normal = np.array([0.31, 0.47, 0.83])
normal /= np.linalg.norm(normal)
side = 300
x = np.arange(side) + 0.5
plane = np.floor(-(normal[0] * x[:, None] + normal[1] * x[None, :])
                 / normal[2] + 0.5)
for axis in (0, 1):
    area_ratio = np.abs(np.diff(plane, axis=axis)).sum() / side ** 2
    assert abs(area_ratio / (normal[axis] / normal[2]) - 1) < 0.02
for r in (20, 40):
    g = np.arange(-r - 2, r + 3) + 0.17
    ball = (g[:, None, None] ** 2 + g[None, :, None] ** 2
            + g[None, None, :] ** 2) <= r * r
    faces = sum(np.count_nonzero(np.diff(ball, axis=k)) for k in range(3))
    sphere_ratio = faces / (4 * np.pi * r * r)
    assert abs(sphere_ratio - 1.5) < 0.03
    print(f"isotropic sphere, R/h={r}: raw/true {sphere_ratio:.4f}")

# Sizes of effects absent from the local, perfectly directed ion law
spread_deg = 3.0
nodes, weights = np.polynomial.hermite_e.hermegauss(16)
dx, dy = np.meshgrid(np.radians(spread_deg) * nodes,
                     np.radians(spread_deg) * nodes, indexing="ij")
cosines = (np.sin(tilt) * dx + np.cos(tilt)) / np.sqrt(1 + dx**2 + dy**2)
spread_rate = (np.sum(np.outer(weights, weights) * ion_rate(cosines))
               / weights.sum() ** 2)

# Cosine emission, infinite flat floor, every arriving atom sticks
count = 800
polar = (np.arange(count) + 0.5) * np.pi / (2 * count)
azimuth = (np.arange(count) + 0.5) * 2 * np.pi / count
vertical = (np.cos(polar)[:, None] * np.cos(tilt)
            + np.sin(polar)[:, None] * np.cos(azimuth) * np.sin(tilt))
emission = (np.cos(polar) * np.sin(polar))[:, None]
view = np.sum(emission * (vertical < 0)) * np.pi / count ** 2
assert abs(view - (1 - np.cos(tilt)) / 2) < 3e-3

reflected_fraction = 0.05
reflected_angle = np.pi - 2 * tilt
floor_extra = reflected_fraction * float(ion_rate(np.cos(reflected_angle)))
ion_depth = 2.0
spacing = density_cm3 ** (-1 / 3) * 1e7
print("NEGLECTED EFFECTS (rough inputs)")
print(f"beam spread {spread_deg:.0f} deg rms per axis: sidewall rate "
      f"{100*(spread_rate/true_facet-1):.2f} %")
print(f"sidewall view of floor {view:.3f}")
print(f"redeposition / sidewall removal {100*view/true_facet:.1f} %")
print(f"reflected ions {100*reflected_fraction:.0f} %: floor rate "
      f"+{100*floor_extra:.1f} %")
print(f"ion depth {ion_depth:.0f} nm / wire radius: "
      f"{100*ion_depth/radius:.1f} %")
print(f"mean atomic spacing {spacing:.3f} nm")
print("finished without a failed check")
```

It prints:

```
INPUTS (rough typical values)
ion current density 1.0 mA/cm2
yield at normal incidence 0.50 atoms/ion
atomic density 5.0e+22 cm^-3; f=2.0, S=0.8
sidewall tilt 60 deg; wire radius 200 nm
ion flux 6.242e+15 ions/(cm2 s)
flat-surface rate V0 37.45 nm/min
relative yield at sidewall 1.7973
yield peak: 66.42 deg, relative yield 1.882
second angle with y=1: 78.57 deg
SIDEWALL true normal rate 33.65 nm/min
h(nm)  raw  5-face  growing (nm/min)  w
10.000  18.88  31.61  33.74  11
 5.000  18.83  31.60  32.23  15
 2.500  18.78  31.60  33.66  19
 1.250  18.74  31.59  33.41  27
 0.625  18.74  31.60  33.14  37
finest raw error -44.3 %
finest 5-face error -6.1 %
finest growing-window error -1.53 %
5-face angles: 56.3 to 76.0 deg
good normals, unprojected areas: 45.89 nm/min
face area / true area at sidewall 1.3660
raw rate, grid turned 20 deg: 29.72 nm/min
WIRE true area-removal rate 18847 nm2/min
h(nm)  raw  5-face  growing (nm2/min)
10.000   14980   18720   18432
 5.000   14980   19053   18619
 2.500   14980   18883   18871
 1.250   14980   18867   18789
 0.625   14980   18902   18858
finest raw error -20.5 %
finest 5-face error 0.29 %
finest growing-window error 0.06 %
largest normal error (deg): raw, 5-face, growing
h=10.000 nm: 81.7, 18.8, 9.3
h=0.625 nm: 88.0, 22.0, 3.0
5-face orientations on whole wire: 20
isotropic wire, raw/true: 1.2732
isotropic wire, growing/true: 1.0000
isotropic sphere, R/h=20: raw/true 1.4969
isotropic sphere, R/h=40: raw/true 1.4983
NEGLECTED EFFECTS (rough inputs)
beam spread 3 deg rms per axis: sidewall rate -0.92 %
sidewall view of floor 0.250
redeposition / sidewall removal 27.8 %
reflected ions 5 %: floor rate +4.5 %
ion depth 2 nm / wire radius: 1.0 %
mean atomic spacing 0.271 nm
finished without a failed check
```
